# Spin-spin fine structure of an LS term: Marvin integrals and J dependence, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From two spins to the $p^2$ triplet

If the fine structure of an $LS$ term came from an operator $A\,\mathbf L\cdot\mathbf S$ and nothing else, the levels would lie at $AX/2$ with $X=J(J+1)-L(L+1)-S(S+1)$, and the interval between $J$ and $J-1$ would be $AJ$. This is the Landé interval rule. For a $^3P$ term it demands $(E_2-E_1)/(E_1-E_0)=2$. The ground term of carbon has measured intervals of roughly 16 and 27 cm$^{-1}$, a ratio of roughly 1.6 to 1.7. A better value of $A$ does not help, since $A$ cancels from the ratio. The two-electron spin-orbit and spin-other-orbit terms do not help in first order either: they are linear in the spins, and Entry 2 shows that inside one term such an operator is again a multiple of $\mathbf L\cdot\mathbf S$. In first order, what is missing is an operator quadratic in the spins, the magnetic dipole-dipole interaction of the electrons. Second-order spin-orbit coupling also breaks the rule; Entry 10 derives it and Entry 11 compares the two for carbon.

Energies are in rydbergs and lengths in bohr, $\alpha$ is the fine-structure constant, and $g=2$. Angular momenta carry Condon-Shortley phases, and $C^{(k)}_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. The regime is $LS$ coupling and first order within one term, unless an entry says otherwise.

### Entry 1. Two spins at a fixed separation

In Hartree atomic units with Gaussian fields the Bohr magneton is $\alpha/2$, so $\boldsymbol\mu=-\alpha\,\mathbf s$. Two dipoles at $\mathbf r=r\mathbf n$ have energy $[\boldsymbol\mu_1\cdot\boldsymbol\mu_2-3(\boldsymbol\mu_1\cdot\mathbf n)(\boldsymbol\mu_2\cdot\mathbf n)]/r^3$. The two minus signs cancel, and one hartree is two rydbergs, so

$$H_{ss}=2\alpha^2\sum_{i<j}\frac{\mathbf s_i\cdot\mathbf s_j-3(\mathbf s_i\cdot\mathbf n)(\mathbf s_j\cdot\mathbf n)}{r^3},\qquad \mathbf r=\mathbf r_i-\mathbf r_j .$$

The $1/r^3$ singularity is defined by cutting out a small sphere around $\mathbf r=0$ and letting it shrink (the principal value, PV). The Breit-Pauli Hamiltonian also holds a contact term proportional to $\mathbf s_i\cdot\mathbf s_j\,\delta^3(\mathbf r)$. It commutes with $\mathbf L$ and with $\mathbf S$ separately, shifts all levels of a term equally, and is dropped.

Write the numerator in Cartesian components:

$$\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)=-3\sum_{ab}s_{1a}s_{2b}\left(n_an_b-\tfrac13\delta_{ab}\right).$$

The bracket is symmetric and traceless. Its contraction with the antisymmetric part of $s_{1a}s_{2b}$ and with the part proportional to $\delta_{ab}$ vanishes, which leaves the symmetric traceless part, of rank 2. The numerator is therefore a rotational scalar built from a rank-2 spin tensor and a rank-2 function of $\mathbf n$. Two rank-2 tensors couple to rank 0 in one way, so the numerator is a number times $[s_1s_2]^{(2)}\cdot C^{(2)}(\mathbf n)=\sum_q(-1)^q[s_1s_2]^{(2)}_qC^{(2)}_{-q}(\mathbf n)$.

The number follows from $\mathbf n=\hat{\mathbf z}$, where $C^{(2)}_q=\delta_{q0}$. With $s_0=s_z$, $s_{\pm1}=\mp(s_x\pm is_y)/\sqrt2$, and the Clebsch-Gordan coefficients $\langle 1\,0\,1\,0|2\,0\rangle=2/\sqrt6$, $\langle1\,{\pm1}\,1\,{\mp1}|2\,0\rangle=1/\sqrt6$, one has $s_{1,+1}s_{2,-1}+s_{1,-1}s_{2,+1}=-(s_{1x}s_{2x}+s_{1y}s_{2y})$ and

$$[s_1s_2]^{(2)}_0=\frac{2s_{1z}s_{2z}-s_{1x}s_{2x}-s_{1y}s_{2y}}{\sqrt6}=\frac{3s_{1z}s_{2z}-\mathbf s_1\cdot\mathbf s_2}{\sqrt6}.$$

The numerator along $\hat{\mathbf z}$ is $\mathbf s_1\cdot\mathbf s_2-3s_{1z}s_{2z}$, which is $-\sqrt6$ times this. Hence

$$H_{ss}=-2\sqrt6\,\alpha^2\sum_{i<j}[s_is_j]^{(2)}\cdot T^{(2)}(ij),\qquad T^{(2)}_q=\mathrm{PV}\,\frac{C^{(2)}_q(\mathbf n)}{r^3}.\tag{1}$$

Limit. Along $\hat{\mathbf z}$, with $\mathbf s_1\cdot\mathbf s_2=\frac14$ (triplet) or $-\frac34$ (singlet), the numerator is $\frac14-\frac34=-\frac12$ for $M_S=\pm1$, $\frac14+\frac34=1$ for the triplet $M_S=0$, and $-\frac34+\frac34=0$ for the singlet. Head-to-tail dipoles attract, and the triplet values sum to zero. The tensor $[s_1s_2]^{(2)}$ is symmetric under exchange of the spins, so it cannot join singlet to triplet, and rank 2 cannot join spin 0 to spin 0. It annihilates the pair singlet, a fact used in Entries 4 and 10. The tensor identity was also tested as a $4\times4$ matrix equation for a general direction $\mathbf n$.

### Entry 2. The $J$ dependence

Equation (1) has the form $\sum_q(-1)^qU_{q,-q}$ with $U_{qq'}=-2\sqrt6\alpha^2\sum_{i<j}[s_is_j]^{(2)}_qT^{(2)}_{q'}(ij)$. This is rank 2 under spin rotations, generated by $\mathbf S$, and rank 2 under orbital rotations, generated by $\mathbf L$. Let $P$ project on the $(2L+1)(2S+1)$ states of one term. $P$ commutes with $\mathbf L$ and $\mathbf S$, so $PU_{qq'}P$ has the same double rank.

The operators on a space of angular momentum $j$ transform as $j\otimes j$, which holds each rank $0,1,\dots,2j$ once. This is the content of the Wigner-Eckart theorem: in that space all rank-$\kappa$ tensors are multiples of a single one, and none exists if $\kappa>2j$. Three consequences follow. An operator that is a vector in spin, a vector in orbit and a scalar overall becomes a multiple of $\mathbf L\cdot\mathbf S$, as claimed at the start. $PH_{ss}P=0$ if $L<1$ or $S<1$. Otherwise $PH_{ss}P$ is a constant, written $3B$, times the scalar product of the rank-2 tensors built from $\mathbf L$ and $\mathbf S$ themselves,

$$PH_{ss}P=3B\sum_{ab}Q_{ab}(\mathbf L)Q_{ab}(\mathbf S),\qquad Q_{ab}(\mathbf j)=\tfrac12(j_aj_b+j_bj_a)-\tfrac13\delta_{ab}\,\mathbf j^2 .$$

Since $Q_{ab}(\mathbf S)$ is symmetric and traceless, $Q_{ab}(\mathbf L)$ may be replaced by $L_aL_b$ in the sum:

$$\sum_{ab}Q_{ab}(\mathbf L)Q_{ab}(\mathbf S)=\tfrac12\sum_{ab}L_aL_bS_aS_b+\tfrac12\sum_{ab}L_aL_bS_bS_a-\tfrac13\mathbf L^2\mathbf S^2 .$$

$\mathbf L$ and $\mathbf S$ commute, so the first sum is $(\mathbf L\cdot\mathbf S)^2$. In the second, $S_bS_a=S_aS_b-i\sum_c\epsilon_{abc}S_c$, and $\sum_{ab}\epsilon_{abc}L_aL_b=iL_c$, so it equals $(\mathbf L\cdot\mathbf S)^2-i\cdot i\,\mathbf L\cdot\mathbf S=(\mathbf L\cdot\mathbf S)^2+\mathbf L\cdot\mathbf S$. Thus

$$\sum_{ab}Q_{ab}(\mathbf L)Q_{ab}(\mathbf S)=(\mathbf L\cdot\mathbf S)^2+\tfrac12\mathbf L\cdot\mathbf S-\tfrac13\mathbf L^2\mathbf S^2 .$$

From $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$, the eigenvalue of $\mathbf L\cdot\mathbf S$ on $|LSJM\rangle$ is $X/2$. The right side becomes $X^2/4+X/4-L(L+1)S(S+1)/3$, and

$$E_{ss}(J)=B\,f(J),\qquad f(J)=\tfrac34X(X+1)-L(L+1)S(S+1).\tag{2}$$

The spectrum $f/3$ was tested by diagonalizing the explicit matrices for $(L,S)=(1,1)$, $(2,\frac32)$ and $(3,2)$.

Limits. For $S=\frac12$, $X=L$ or $X=-(L+1)$, both give $X(X+1)=L(L+1)$, and $f=\frac34L(L+1)-\frac34L(L+1)=0$. For $L=0$, $X=0$ and $f=0$. For large $L$ and $S$, $X\to2LS\cos\theta$ and $f\to L^2S^2(3\cos^2\theta-1)$, the classical coupling of two quadrupoles whose axes make the angle $\theta$.

Two sum rules say what kind of object $f$ is. The trace of $Q_{ab}(\mathbf L)$ over $M_L$ is an invariant tensor, hence proportional to $\delta_{ab}$, hence zero because $\sum_aQ_{aa}=0$. The trace of $L_cQ_{ab}(\mathbf L)$ is an invariant tensor with three indices, hence proportional to $\epsilon_{abc}$, hence zero by symmetry in $ab$. Taking the traces over the term in the $|JM\rangle$ basis,

$$\sum_J(2J+1)f(J)=0,\qquad\sum_J(2J+1)X\,f(J)=0 .$$

For $^3P$, $X=-4,-2,2$ and $f=5,-\frac52,\frac12$ for $J=0,1,2$: $5-\frac{15}2+\frac52=0$ and $-20+15+5=0$. The shift leaves the centre of gravity in place and is orthogonal, with weights $2J+1$, to the Landé pattern. So $f$ is the level shift and not itself the violation of the interval rule. Its piece $3X/4$ obeys the rule, its constant drops out of intervals, and the piece $3X^2/4$ breaks the rule.

The stretched level $J=L+S$ has $X=2LS$, so

$$f(L+S)=LS\left[3LS+\tfrac32-(L+1)(S+1)\right]=\tfrac12LS(2L-1)(2S-1).\tag{3}$$

The state $M_L=L$, $M_S=S$ has $M_J=L+S$ and belongs to this level. One diagonal element therefore fixes $B=E_{ss}(L+S)/f(L+S)$. In that element $[s_is_j]^{(2)}_q$ with $q\ne0$ changes $M_S$ and drops, leaving $q=0$.

### Entry 3. Separating the two electron coordinates

Orbitals are centred on the nucleus, so $F_q=C^{(2)}_q(\mathbf n)/r^3$ with $\mathbf r=\mathbf r_1-\mathbf r_2$ must be written in terms of $\mathbf r_1$ and $\mathbf r_2$. Take $r_1>r_2$. The simplest case is $r_2\to0$, where $F_q=C^{(2)}_q(1)/r_1^3$, the argument 1 meaning the direction of $\mathbf r_1$.

In general, expand in a Taylor series in $\mathbf r_2$. A function $r^\nu C^{(\lambda)}_\mu$ solves Laplace's equation if $\nu(\nu+1)=\lambda(\lambda+1)$; $\nu=-3$, $\lambda=2$ does, so $F_q$ is harmonic in $\mathbf r_1$ and in $\mathbf r_2$. The Laplacians do not mix different orders, so the term of order $k$ is harmonic in both. It has degree $k$ in $\mathbf r_2$, which forces rank $k$, and degree $-(k+3)$ in $\mathbf r_1$, which forces rank $k+2$. Under a joint rotation it must have rank 2, and ranks $k+2$ and $k$ couple to 2 in one way:

$$F_q=\sum_{k\ge0}c_k\frac{r_2^k}{r_1^{k+3}}\left[C^{(k+2)}(1)\,C^{(k)}(2)\right]^{(2)}_q,\qquad r_1>r_2.\tag{4}$$

To find $c_k$, put both points on the positive $z$ axis and take $q=0$. The left side is $(r_1-r_2)^{-3}=\sum_k\binom{k+2}2r_2^k/r_1^{k+3}$, and the bracket is $\langle k{+}2\,0\,k\,0|2\,0\rangle$. So

$$c_k\,\langle k{+}2\,0\,k\,0|2\,0\rangle=\tfrac12(k+1)(k+2).$$

The coefficient comes from $P_kP_2=\sum_\lambda\langle k\,0\,2\,0|\lambda\,0\rangle^2P_\lambda$. The leading coefficient of $P_\lambda$ is $a_\lambda=(2\lambda)!/(2^\lambda\lambda!^2)$, so $a_2=\frac32$ and $a_{k+2}/a_k=(2k+1)(2k+3)/[(k+1)(k+2)]$. Comparing the power $x^{k+2}$,

$$\langle k\,0\,2\,0|k{+}2\,0\rangle^2=\frac{a_ka_2}{a_{k+2}}=\frac{3(k+1)(k+2)}{2(2k+1)(2k+3)},$$

with the positive root, as for every coupling to the maximal rank. Both coefficients contain the same $3j$ symbol through $\langle a\,0\,b\,0|c\,0\rangle=(-1)^{a-b}\sqrt{2c+1}\begin{pmatrix}a&b&c\\0&0&0\end{pmatrix}$, which is symmetric in its columns when $a+b+c$ is even. Hence $\langle k{+}2\,0\,k\,0|2\,0\rangle=(-1)^k\sqrt{5/(2k+5)}\,\langle k\,0\,2\,0|k{+}2\,0\rangle$, and

$$c_k^2=\frac{(k+1)^2(k+2)^2}{4}\cdot\frac{2k+5}{5}\cdot\frac{2(2k+1)(2k+3)}{3(k+1)(k+2)}=\frac{(2k+1)(2k+2)(2k+3)(2k+4)(2k+5)}{120},$$

$$c_k=(-1)^k\sqrt{\frac{(2k+5)!}{5!\,(2k)!}}.\tag{5}$$

Limit: $c_0=1$ restores the $r_2\to0$ case. For $r_2>r_1$ the labels are swapped, with no sign, because $C^{(2)}(-\mathbf n)=C^{(2)}(\mathbf n)$. The series was tested pointwise off the axis, for $q=0$ and $q=1$ at $r_2/r_1=0.2$, against $F_q$ itself. Call $\tilde T^{(2)}_q$ the operator given by (4) for $r_1>r_2$ and by its mirror image for $r_2>r_1$.

### Entry 4. The surface $r_1=r_2$

Integrating $\tilde T$ over the two regions removes the singular point together with a thin shell around $r_1=r_2$. The principal value removes a small sphere. A $1/r^3$ integrand converges conditionally, so the two cuts can differ. The difference is found by computing the distribution $\partial_{1a}\partial_{2b}(1/r)$ in two ways.

First, away from the origin $\partial_a\partial_b(1/r)=(3n_an_b-\delta_{ab})/r^3$. The small sphere adds a point term, proportional to $\delta_{ab}$ by isotropy, whose trace must give $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$. With $\partial_{2b}=-\partial_{1b}$,

$$\partial_{1a}\partial_{2b}\frac1r=\mathrm{PV}\,\frac{\delta_{ab}-3n_an_b}{r^3}+\frac{4\pi}3\delta_{ab}\,\delta^3(\mathbf r).$$

Second, differentiate $1/r=\sum_kg_kP_k(\cos\omega)$, with $g_k=r_<^k/r_>^{k+1}$ and $\omega$ the angle between $\mathbf r_1$ and $\mathbf r_2$. Between orbitals of finite $l$ a finite number of $k$ survive, so the sum may be handled term by term. Each term is continuous at $r_1=r_2=\rho$, and so are its tangential derivatives. The radial derivative $\partial g_k/\partial r_1$ is $-(k+1)/\rho^2$ for $r_2$ just below $r_1$ and $k/\rho^2$ just above, a jump of $(2k+1)/\rho^2$. The derivative $\partial_{2b}$ turns the jump into $\hat r_{1a}\hat r_{2b}\,\delta(r_1-r_2)(2k+1)/\rho^2$. Completeness, $\sum_k(2k+1)P_k(\cos\omega)=4\pi\delta(\Omega_1-\Omega_2)$, and $\delta(r_1-r_2)\delta(\Omega_1-\Omega_2)/\rho^2=\delta^3(\mathbf r)$ give

$$\partial_{1a}\partial_{2b}\frac1r=\left[\text{piecewise series}\right]_{ab}+4\pi\,\hat r_{1a}\hat r_{1b}\,\delta^3(\mathbf r).$$

The point terms of both forms have trace $4\pi\delta^3(\mathbf r)$, as they must. Subtracting, the PV equals the series plus $4\pi\delta^3(\mathbf r)(\hat r_{1a}\hat r_{1b}-\frac13\delta_{ab})$. The $zz$ component has $1-3n_z^2=-2C^{(2)}_0(\mathbf n)$ and $\hat r_{1z}^2-\frac13=\frac23C^{(2)}_0(1)$. Dividing by $-2$, and extending to all $q$ by rotation,

$$T^{(2)}_q=\tilde T^{(2)}_q-\frac{4\pi}3\,\delta^3(\mathbf r_1-\mathbf r_2)\,C^{(2)}_q(1).\tag{6}$$

The extra term has rank 2, so it cannot be dismissed with the contact term, and it is not small. For both electrons in the $2p_0$ orbital of carbon (defined in Entry 11), the PV from analytic Gaussian integrals is $0.0146$ bohr$^{-3}$, while the series gives $0.1102$ and the surface term $-0.0956$ bohr$^{-3}$. This test confirms the sign and factor in (6).

The term drops from $H_{ss}$ between antisymmetric states. By Entry 1 the spin tensor of a pair acts between pair-triplet components, which are symmetric in the two spins. Their spatial factor is antisymmetric in $\mathbf r_1,\mathbf r_2$ and vanishes where the delta function acts. In (1), $T$ may be replaced by $\tilde T$, provided direct and exchange integrals are kept together.

### Entry 5. The $^3P$ term of $p^2$

Let $P(r)=rR(r)$ be the normalized radial function of the shell, and define

$$M^k=\frac{\alpha^2}2I^k,\qquad I^k=\iint_{r_1>r_2}P^2(r_1)\frac{r_2^k}{r_1^{k+3}}P^2(r_2)\,dr_1dr_2 .\tag{7}$$

$M^k$ is the Marvin integral in rydbergs. It is positive and decreases with $k$, since $r_2/r_1<1$.

The determinant $|p_1\!\uparrow p_0\!\uparrow|$ is the one state of $p^2$ with $M_L=1$, $M_S=1$, so it is the stretched state of $^3P$. For two up spins $[s_1s_2]^{(2)}_0=(\frac34-\frac14)/\sqrt6=1/(2\sqrt6)$, and (1) gives

$$E_{ss}(L+1)=-2\sqrt6\alpha^2\cdot\frac1{2\sqrt6}\langle\tilde T_0\rangle=-\alpha^2\langle\tilde T_0\rangle=-\alpha^2(D-K),\tag{8}$$

where $D=\langle ab|\tilde T_0|ab\rangle$ and $K=\langle ab|\tilde T_0|ba\rangle$ for the spatial orbitals $a=p_1$, $b=p_0$. Within a shell $l$, parity requires $k$ even and the triangle rule requires $k+2\le2l$. For $l=1$ this leaves $k=0$, where the bracket in (4) is $C^{(2)}_0(1)$.

The angular averages $u_m=\langle1m|C^{(2)}_0|1m\rangle$ are $u_0=\frac32\int_{-1}^1x^2\,\frac{3x^2-1}2dx=\frac32\left(\frac35-\frac13\right)=\frac25$ and, since the trace vanishes and $u_1=u_{-1}$, $u_{\pm1}=-\frac15$. The region $r_1>r_2$ gives $u_1I^0$ and its mirror gives $u_0I^0$, so $D=\frac15I^0$. In $K$ the factor $C^{(0)}=1$ stands between $p_1$ and $p_0$, which are orthogonal, so $K=0$. With $I^0=2M^0/\alpha^2$,

$$E_{ss}(2)=-\tfrac25M^0,\qquad B=\frac{-\frac25M^0}{\frac12}=-\tfrac45M^0,\qquad E_{ss}(1)=2M^0,\qquad E_{ss}(0)=-4M^0 .\tag{9}$$

The sign follows from Entry 1: $\langle\tilde T_0\rangle>0$ says that, weighted by $1/r^3$, the vector between the electrons favours the spin axis, the head-to-tail arrangement that lowers the energy.

## Part II. General shells, intervals and the carbon atom

Taken over from Part I, in rydbergs and bohr: $H_{ss}=\sum_q(-1)^qU_{q,-q}$ with $U_{qq'}=-2\sqrt6\alpha^2\sum_{i<j}[s_is_j]^{(2)}_q\tilde T^{(2)}_{q'}(ij)$ between antisymmetric states. For $r_1>r_2$, $\tilde T^{(2)}=\sum_kc_k(r_2^k/r_1^{k+3})[C^{(k+2)}(1)C^{(k)}(2)]^{(2)}$, with the mirror image for $r_2>r_1$ and $c_k^2=(2k+5)!/(5!(2k)!)$, $c_k>0$ for even $k$. In first order a term has $E_{ss}(J)=Bf(J)$, $f=\frac34X(X+1)-L(L+1)S(S+1)$, $X=J(J+1)-L(L+1)-S(S+1)$, $f(L+S)=\frac12LS(2L-1)(2S-1)$. The radial integrals are $I^k=2M^k/\alpha^2$, with $k$ even and $k\le2l-2$ in a shell $l$. For $p^2\,{}^3P$, $B=-\frac45M^0$.

### Entry 6. The reduced matrix element

Define reduced elements by $\langle jm|V^{(\kappa)}_q|jm'\rangle=(-1)^{j-m}\begin{pmatrix}j&\kappa&j\\-m&q&m'\end{pmatrix}\langle j\|V^{(\kappa)}\|j\rangle$, applied once for $L$ and once for $S$. The stretched element is $E_{ss}(L+S)=w_Lw_S\langle\|U\|\rangle$ with $w_j=\begin{pmatrix}j&2&j\\-j&0&j\end{pmatrix}$.

To find $w_j$, put $y=j(j+1)$. The diagonal elements of any rank-2, $q=0$ operator are proportional to those of $3Q_{zz}=3m^2-y$, and the squares of the $3j$ symbols sum over $m$ to $\frac15$. With $\sum m^2=(2j+1)y/3$ and $\sum m^4=(2j+1)y(3y-1)/15$,

$$\sum_m(3m^2-y)^2=(2j+1)y\left[\tfrac35(3y-1)-2y+y\right]=\tfrac15(2j+1)y(4y-3)=\tfrac1{20}\Pi_j,$$

where $\Pi_j=(2j-1)2j(2j+1)(2j+2)(2j+3)$, because $4y-3=(2j-1)(2j+3)$ and $4y=2j(2j+2)$. The normalized symbol is $2(3m^2-y)/\sqrt{\Pi_j}$ up to sign. At $m=j$ the symbol equals $\langle j\,j\,2\,0|j\,j\rangle/\sqrt{2j+1}$, positive in the Condon-Shortley convention, so $w_j=2j(2j-1)/\sqrt{\Pi_j}$. Then $E_{ss}(J)=E_{ss}(L+S)f(J)/f(L+S)$ becomes

$$E_{ss}(J)=\frac{8f(J)}{\sqrt{\Pi_L\Pi_S}}\langle\gamma SL\|U\|\gamma SL\rangle=(-1)^{L+S+J}\begin{Bmatrix}L&S&J\\S&L&2\end{Bmatrix}\langle\gamma SL\|U\|\gamma SL\rangle,\tag{10}$$

$\gamma$ standing for any further labels. The last form is the Racah notation for the diagonal element of a rank-2 scalar product. The equality of the signed $6j$ symbol with $8f/\sqrt{\Pi_L\Pi_S}$ was tested for the three $(L,S)$ pairs of Entry 2. Limit: for $^3P_0$, $\Pi_1=120$ and the factor is $40/120=\frac13$, so (9) means $\langle\|U\|\rangle=-12M^0$.

This part has shown that the first-order spin-spin shift of an $LS$ term is $Bf(J)$, found $B=-\frac45M^0$ for $p^2\,{}^3P$, and related the shift to a reduced matrix element. What remains is to find $B$ for other shells, derive the intervals, and compare the effect with second-order spin-orbit coupling, including numerically for carbon.
